# Breit-Wigner transmission through one localised state with unequal leads

**Q.** You have a trap state in a short monolayer channel, between a source and a drain, and you want to describe its transmission by a Lorentzian. I doubt that a state coupled to two continua can be described by so few numbers. What is the model, before any approximation?

**A.** One localised state $|d\rangle$ of energy $e_0$, and lead modes $|k\rangle$ of energy $e_k$, each belonging to the source $L$ or the drain $R$. All are orthonormal. The only coupling is $V_k=\langle d|H|k\rangle$: there is no direct path between the leads, no second channel state, no electron-electron interaction and no phonon. The Schrödinger equation in components is

$$(E-e_0)\psi_d=\sum_k V_k\psi_k,\qquad (E-e_k)\psi_k=V_k^*\psi_d .$$

Send an electron in through source mode $p$, with $E=e_p$. The second equation gives

$$\psi_k=\delta_{kp}+\frac{V_k^*\psi_d}{E-e_k+i\eta},\qquad \eta\to0^+ .$$

**Q.** Where does $i\eta$ come from? You could have chosen the other sign.

**A.** Let the incident amplitude grow slowly as $e^{\eta t/\hbar}$ from zero in the distant past. Everything it drives then varies as $e^{-i(E+i\eta)t/\hbar}$, so $E$ becomes $E+i\eta$. The scattered wave follows its cause, which makes it outgoing. The leads are made infinitely long before $\eta\to0$.

Put $\psi_k$ into the first equation:

$$\left[E-e_0-\Sigma(E)\right]\psi_d=V_p,\qquad \Sigma(E)=\sum_k\frac{|V_k|^2}{E-e_k+i\eta}.$$

Thus $\psi_d=G V_p$ with $G=1/(E-e_0-\Sigma)$. The leads enter $G$ through one complex function.

**Q.** A complex energy correction looks like lost probability.

**A.** It is probability leaving the state for the leads. Use $1/(x+i\eta)\to P(1/x)-i\pi\delta(x)$, where $P$ is the principal value, and define for each lead $a$

$$\Gamma_a(E)=2\pi\sum_{k\in a}|V_k|^2\delta(E-e_k),\qquad \Lambda_a(E)=P\!\int\frac{dE'}{2\pi}\,\frac{\Gamma_a(E')}{E-E'} .$$

Then $\Sigma=\Lambda-i\Gamma/2$, with $\Gamma=\Gamma_L+\Gamma_R$ and $\Lambda=\Lambda_L+\Lambda_R$. The broadening $\Gamma_a$ needs lead states at energy $E$ alone, because energy is conserved in escape. The shift $\Lambda_a$ is level repulsion and collects virtual excursions to the whole band: states above $E$ push the level down, states below push it up.

**Q.** Now the transmission. I will not accept a golden rule, since that is first order in the coupling.

**A.** The rate can be found without expanding in $V$. The amplitude in a drain mode $q$ is

$$\psi_q(t)=\frac{V_q^*GV_p}{E-e_q+i\eta}\,e^{-iEt/\hbar+\eta t/\hbar}.$$

Its probability grows at $t=0$ at the rate

$$\frac{d|\psi_q|^2}{dt}=\frac{2\eta}{\hbar}\,\frac{|V_q^*GV_p|^2}{(E-e_q)^2+\eta^2}\to\frac{2\pi}{\hbar}|V_q|^2|G|^2|V_p|^2\,\delta(E-e_q),$$

since $\eta/(x^2+\eta^2)\to\pi\delta(x)$. It resembles the golden rule, but $G$ contains all returns to the leads.

A rate becomes a probability when divided by the incident flux. In a lead of length $\ell$ the uncoupled modes are standing waves, $\sqrt{2/\ell}\,\sin Kx$. The incoming half has squared amplitude $1/(2\ell)$ and carries flux $v/(2\ell)$. The wave numbers are spaced by $\pi/\ell$, so there are $\ell/(\pi\hbar v)$ modes per unit energy. The product is $1/(2\pi\hbar)$: velocity and length cancel. Summing over source and drain modes,

$$\frac{T(E)}{2\pi\hbar}=\frac{2\pi}{\hbar}|G|^2\,\frac{\Gamma_L}{2\pi}\,\frac{\Gamma_R}{2\pi},$$

and therefore

$$T(E)=\Gamma_L\Gamma_R|G|^2=\frac{\Gamma_L(E)\,\Gamma_R(E)}{[E-e_0-\Lambda(E)]^2+[\Gamma(E)/2]^2}.$$

This is exact for the stated model. If a lead has several transverse modes, their contributions add inside $\Gamma_a$, and $T$ is the total over incoming modes. It still cannot exceed one, because $4\Gamma_L\Gamma_R\le(\Gamma_L+\Gamma_R)^2$: one state offers one path.

**Q.** That is not a Lorentzian. Every symbol depends on energy.

**A.** Correct, and the Lorentzian is an approximation. Let $E_r$ solve

$$E_r=e_0+\Lambda(E_r).$$

The function $D(E)=E-e_0-\Lambda(E)$ vanishes there and has slope $1-\Lambda'(E_r)$. Call this slope $1/Z$ and require it to be positive. Near $E_r$, $D\approx(E-E_r)/Z$. Hold the widths at their values at $E_r$:

$$T\approx\frac{\Gamma_L\Gamma_R}{(E-E_r)^2/Z^2+\Gamma^2/4}.$$

Multiply numerator and denominator by $Z^2$ and define $g_a=Z\Gamma_a(E_r)$, $g=g_L+g_R$:

$$T(E)\approx\frac{g_Lg_R}{(E-E_r)^2+(g/2)^2}.$$

This is the Breit-Wigner form. The energy dependence of the shift has rescaled both widths by the same factor.

**Q.** How large is the error?

**A.** Over a distance $g$ the widths change by a relative amount of order $g\,\Gamma'/\Gamma$. The ratio $\Gamma'/\Gamma$ does not depend on the overall coupling strength, while $g$ is proportional to its square, so the leading error is proportional to $g$. Where the widths are stationary, as at the centre of two identical chain bands, this term vanishes and the error is of order $g^2$. The curvature of $\Lambda$ changes $D$ by $\Lambda''(E-E_r)^2/2$; relative to $D$ this is of order $\Lambda''g$, one more power of the squared coupling. The form fails if a band edge, a second solution of $D=0$ or another channel state lies within a few $g$.

**Q.** Is $Z$ the probability of finding the electron on the localised state? Then it must be below one.

**A.** That reading holds for a bound state outside all bands. There $\psi_k=V_k^*\psi_d/(E-e_k)$, and normalisation gives

$$|\psi_d|^2\Big[1+\sum_k\frac{|V_k|^2}{(E-e_k)^2}\Big]=|\psi_d|^2\,[1-\Lambda'(E)]=1,$$

so $|\psi_d|^2=Z<1$. Inside a band the principal value can have positive slope, and then $Z>1$. It is there a scale factor for the line, not an occupation. A definite lead will show this.

**Q.** Take one, then, with an answer in closed form.

**A.** Take a semi-infinite chain with sites $n\ge1$, site energy $c$, hopping $-t$, and coupling $-\tau$ from site 1 to $|d\rangle$. The outgoing wave is $\psi_n=Ae^{i\theta n}$ with $E=c-2t\cos\theta$ and $0<\theta<\pi$, for which the group velocity is positive. At site 1,

$$(E-c)\psi_1=-t\psi_2-\tau\psi_d .$$

The plane wave itself satisfies $(E-c)\psi_1=-t\psi_2-tA$, so $A=\tau\psi_d/t$. The chain then contributes $-\tau\psi_1=-(\tau^2/t)e^{i\theta}\psi_d$ to the equation for $\psi_d$. Hence

$$\Sigma_a=-\frac{\tau^2}{t}e^{i\theta},\qquad \Lambda_a=-\frac{\tau^2}{t}\cos\theta=\frac{\tau^2(E-c)}{2t^2},\qquad \Gamma_a=\frac{2\tau^2}{t}\sin\theta .$$

The slope of $\Lambda_a$ is $\tau^2/(2t^2)>0$ throughout the band. With such leads $Z>1$, provided the slopes add up to less than one, as required above.

**Q.** Does that factor matter to anything measurable?

**A.** It does at strong coupling. Put the level at the centre of two identical bands, with $\tau_L=0.3t$ and $\tau_R=0.2t$. Then $\Lambda'=(0.09+0.04)/2=0.065$ and $Z=1/0.935=1.070$. I solved the wave-matching equations numerically and measured the full width at half maximum: it is $0.998\,g$. Without $Z$ the predicted width would be $0.935\,g$, about 6% below the measured one.

**Q.** Give me a device, in engineering units.

**A.** Consider a 5 nm depleted channel in a monolayer with electron mass $0.5\,m_e$, roughly that of MoS$_2$. The leads are doped parts of the same layer, with one mode each. Representing the mass on a chain of spacing 0.5 nm gives $t=\hbar^2/(2ma^2)=0.3048$ eV. I measure energy from the source band bottom and choose round parameters: drain bottom at $-20$ meV, bare level at 60 meV, $\tau_L=30$ meV and $\tau_R=15$ meV.

The band centres are $2t$ above the bottoms, at 0.6096 and 0.5896 eV. The slopes $\tau^2/(2t^2)$ are 0.00484 and 0.00121. Since $\Lambda$ is linear in energy, the resonance condition is solved directly:

$$E_r=\frac{0.0600-0.00484(0.6096)-0.00121(0.5896)}{1-0.00484-0.00121}\ \text{eV}=56.68\ \text{meV}.$$

The shift is $-3.32$ meV, of which the source gives $-2.68$ and the drain $-0.65$ meV. Here $Z=1.006$. For the widths, $\cos\theta=1-\varepsilon/(2t)$, where $\varepsilon$ is the height of $E_r$ above each band bottom, 56.7 and 76.7 meV. This gives $\sin\theta=0.421$ and 0.486, and so

$$\Gamma_L=2(2.953)(0.421)=2.49\ \text{meV},\qquad \Gamma_R=2(0.738)(0.486)=0.717\ \text{meV}.$$

After scaling by $Z$, $g_L=2.50$, $g_R=0.72$ and $g=3.22$ meV.

**Q.** The shift is as large as the width. Could I ignore it and keep the widths?

**A.** Not if you need the position. At $E=E_r$ the transmission is 0.695; a line of the same widths centred on the bare level gives 0.132 there. But do not take $-3.32$ meV as a prediction for a material. Integrating the source shift over lead states more than 0.3 eV above $E_r$ gives $-1.13$ of its $-2.68$ meV. The chain does not describe a real band that far up. In practice $E_r$ is better fitted or computed with realistic leads.

**Q.** Why is the peak below one? Nothing absorbs the electron.

**A.** The rest is reflected. At resonance

$$T(E_r)=\frac{4g_Lg_R}{g^2}=1-\left(\frac{g_L-g_R}{g}\right)^2=\frac{4(2.502)(0.721)}{(3.223)^2}=0.695 .$$

Full transmission needs the wave leaking back from the state to cancel the wave reflected directly at the lead end, and this requires equal widths. If $g_R\ll g_L$, the peak tends to $4g_R/g_L$ while the line width tends to $g_L$. The area

$$\int T\,dE=g_Lg_R\,\frac{\pi}{g/2}=\frac{2\pi g_Lg_R}{g}$$

then tends to $2\pi g_R$: the weaker contact limits the total.

**Q.** And how good is the Lorentzian here, with the band edge only 57 meV away?

**A.** Half a width below and above $E_r$ the exact values are 0.3436 and 0.3510; the Lorentzian gives 0.3474 at both. The asymmetry comes from the widths growing with energy. At these points $D^2=\Gamma^2/4$, so varying the widths in the exact formula gives

$$\frac{\delta T}{T}=\frac{\delta\Gamma_L}{\Gamma_L}+\frac{\delta\Gamma_R}{\Gamma_R}-\frac{\delta\Gamma}{\Gamma}.$$

Near a band bottom $\Gamma_a\propto\sqrt{\varepsilon}$, so $\delta\Gamma_a/\Gamma_a=\delta E/(2\varepsilon)$. With $\delta E=1.61$ meV the three terms are 1.42%, 1.05% and 1.34%, which leaves 1.1%, as seen. On a grid within $3g$ of the resonance the largest absolute error in $T$ is 0.0052. Halving both couplings, with the bare level fixed, reduces it to 0.0013, and halving them again to 0.0003: a factor of about four each time, as an error proportional to $g$ requires. These figures assume couplings $\tau$ that do not depend on energy. For a trap inside a tunnel barrier the couplings also grow as the decay constant falls with rising energy. For a point trap in a 5 nm barrier whose top lies 0.1 eV above the level, the asymmetry and the error are about three times larger.

**Q.** You call $g$ a decay width. Is that more than a name?

**A.** Near the resonance $G\approx Z/(E-E_r+ig/2)$. An electron placed on the state at $t=0$ has the amplitude

$$\psi_d(t)=\frac{i}{2\pi}\int dE\,G(E)\,e^{-iEt/\hbar}\approx Z\,e^{-iE_rt/\hbar}e^{-gt/2\hbar},$$

so its probability decays at the rate $g/\hbar$, apart from early and very late times, when the pole alone is not enough. The lifetime is $\hbar/g=204$ fs. The final amplitude in lead mode $q$ has modulus $|V_qG(e_q)|$, so for a narrow line the leads share the electron as $g_L:g_R$. I evolved the state numerically with 900 sites in each lead. Between $\hbar/g$ and $3\hbar/g$ the mean decay rate was $0.9997\,g/\hbar$. At $8\hbar/g$ the source held 77.6% of the escaped probability, and $g_L/g$ is also 77.6%.

**Q.** A device measures conductance at finite temperature, not $T(E)$.

**A.** The incident flux $1/(2\pi\hbar)=1/h$ per unit energy, with two independent spins, gives the current $(2e/h)\int T(f_L-f_R)\,dE$, where $f_L$ and $f_R$ are the Fermi functions of the leads. For small bias

$$\mathcal G=\frac{2e^2}{h}\int T(E)\left(-\frac{df}{dE}\right)dE .$$

Put the Fermi level at $E_r$. If $k_BT_e\ll g$, where $T_e$ is the temperature, the integral is the peak value, and $\mathcal G=0.6948\times77.48=53.8$ μS. If $k_BT_e\gg g$, the thermal factor is nearly $1/(4k_BT_e)$ across the line, and the mean transmission tends to

$$\langle T\rangle\to\frac{2\pi g_Lg_R}{4k_BT_e\,g}.$$

The area is 3.52 meV. At 300 K, $k_BT_e=25.9$ meV and the limit gives 0.0340; numerical integration of the exact $T$ gives 0.0329, or 2.5 μS. At 77 K, $k_BT_e=6.6$ meV is only twice $g$. The limit gives 0.133, integration gives 0.117, and the conductance is 9.0 μS. The limit is too high because the thermal factor falls away from its maximum at $E_r$.

**Q.** You excluded electron repulsion. Surely a trap this small cannot hold two electrons at no cost.

**A.** It cannot. If the barrier top is 0.1 eV above the bare level, the wave function decays in the barrier at $\kappa=1.15$ nm$^{-1}$. Taking $1/\kappa=0.87$ nm as the radius and a rough relative permittivity of 4, the charging energy $e^2/(4\pi\epsilon_0\epsilon_r r)$ is about 0.4 eV. A monolayer does not screen like a bulk medium, so this is only an order of magnitude, but it is well above $k_BT_e$ and $g$.

The value of 53.8 μS found for $k_BT_e\ll g$ therefore belongs to the model without repulsion. With repulsion, the conductance at such low temperatures depends on correlations between the trapped electron and the leads (the Kondo effect), which this model does not contain. For $k_BT_e\gg g$ a rate equation shows the effect. Let $N$ degenerate states have the same widths, with at most one electron among them. Let $p_0$ be the probability that all are empty and $p_1$ that a given one is filled. Steady state requires $p_1(1-\bar f)=p_0\bar f$, with $\bar f=(g_Lf_L+g_Rf_R)/g$ and the $f_a$ taken at the level. Thus $p_1=\bar f(p_0+p_1)$, and the current from the source is

$$I=\frac{eNg_L}{\hbar}\left[f_Lp_0-(1-f_L)p_1\right]=\frac{eN}{\hbar}\frac{g_Lg_R}{g}(p_0+p_1)(f_L-f_R).$$

Independent states would have $p_0+p_1=1$. Here $p_0+Np_1=1$ gives $p_0+p_1=1/[1+(N-1)f]$ at small bias. The conductance is then proportional to $f(1-f)/[1+(N-1)f]$. Setting the derivative to zero gives $(1-f)^2=Nf^2$, so $f=1/(1+\sqrt N)$ and the maximum is $1/(1+\sqrt N)^2$. For independent states it is $1/4$. The ratio of the peaks is

$$\frac{4}{(1+\sqrt N)^2},$$

which is 0.69 for two spin states and 0.44 for four states, if two valleys are also degenerate.

**Q.** So how near is your example to a real MoS$_2$ transistor?

**A.** It is an extreme case. A 5 nm channel is very short, and a contact much wider than the electron wavelength carries many modes, not one. In a wide sheet with spin and valley degeneracy, a Fermi level at $E_r$ needs about $2.4\times10^{13}$ electrons per cm$^2$ in the source at low temperature, slightly more at 300 K, and more in the drain, whose band bottom is lower. This is heavy doping. At 300 K repulsion would lower the peak conductance of the two-spin model from about 2.5 to between 1.7 and 1.8 μS. Flow over the barrier adds, for each lead mode, a mean transmission of at most about 0.018, the value if nothing is reflected above its top. It grows with the number of modes, while one trap offers one path: in a sheet with two valleys at 300 K it matches a single trap once the contact is 5 to 10 nm wide. For one mode the bound is more than half the resonant 0.033; at 77 K it is only about $2\times10^{-7}$. Direct tunnelling is a small correction beside the resonant peak. A rough source-drain hop $te^{-5\kappa}$, with $\kappa$ in nm$^{-1}$, is 1 meV. Adding it with either sign to the wave matching changes $T$ by at most 0.008 on a grid within $3g$ of the resonance. A rectangular barrier of this length and height transmits about four times as much as this hop. That corresponds to a hop near 2 meV and a change of about 0.015.

**Q.** And phonons? An electron that stays for 200 fs may well lose its phase.

**A.** It may, and the effect on the line can be large. A rough room-temperature mobility $\mu=200$ cm$^2$/Vs corresponds to a width $\gamma=\hbar e/(\mu m)=11.6$ meV, more than $g$. It describes extended states, so for a trap it is a crude guess. Represent dephasing by a third lead of width $\gamma$ that returns every electron at the same energy. At resonance $|G|^2=4/(\Gamma+\gamma)^2$. Of the electrons that enter this probe, a share $\Gamma_R/\Gamma$ finally reaches the drain, so

$$T=|G|^2\left(\Gamma_L\Gamma_R+\Gamma_L\gamma\frac{\Gamma_R}{\Gamma}\right)=\frac{4\Gamma_L\Gamma_R}{\Gamma(\Gamma+\gamma)}=0.15 .$$

The peak falls from 0.69 to 0.15. If the same width is kept at 77 K, the thermal mean, integrated numerically with the probe attached as a third chain, falls much less, from 0.117 to 0.080, because the line also becomes wider. Phonons are fewer at 77 K, so the fall they cause there should be smaller still. A measured width therefore need not be $g_L+g_R$, and a low peak alone does not prove unequal contacts.
